# The Collisionless Tonks–Langmuir Slab with Ions Born at Rest: a numerical check

```python
"""
Collisionless Tonks-Langmuir slab with ions born at rest.

Result under test: the quasi-neutral solution ends at eta_s = z_s**2, where
z_s is the first maximum of the Dawson function D. Then eta_s = 0.8540 and
n_s/n_0 = exp(-eta_s) = 0.4257, whatever the profile of the ion source.

Symbols: eta = -e*phi/Te, z = sqrt(eta), c_s = sqrt(Te/M), n_0 = central
density, n_s = edge density, nu = ionization frequency, L = half-width.
Dimensionless work uses n_0 = c_s = nu = 1, so lengths are in c_s/nu.
For a general source, nu is the central source rate divided by n_0.
"""
import numpy as np
from numpy.polynomial import Legendre
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, least_squares
from scipy.special import dawsn

# Gauss-Legendre rule for an angle between 0 and pi/2.
raw_nodes, raw_weights = np.polynomial.legendre.leggauss(60)
angle = np.pi * (raw_nodes + 1) / 4
angle_weight = np.pi * raw_weights / 4

# Derived formulas.
z_edge = brentq(lambda z: 1 - 2 * z * dawsn(z), 0.5, 1.3, xtol=1e-15)
eta_edge = z_edge**2
density_edge = np.exp(-eta_edge)
flux_factor = 2 * np.sqrt(2) / np.pi
flux_edge = flux_factor * dawsn(z_edge)
speed_edge = flux_edge / density_edge
width = np.sqrt(2) / np.pi * np.exp(eta_edge) * dawsn(z_edge)


def position_formula(z):
    """Position at sqrt(eta) = z when the source is proportional to n_e."""
    bracket = z + dawsn(z) - 2 * z**2 * dawsn(z)
    return np.sqrt(2) / np.pi * np.exp(z**2) * bracket


def solve_slab(source):
    """Solve ion density = exp(-eta) for x(z), without Abel inversion.

    Birth points are z' = z*sin(angle), which removes the singularity of
    1/v. The unknown slope dx/dz is an even Legendre series.
    """
    terms = 14
    count = 40
    z_test = np.cos((2 * np.arange(count) + 1) * np.pi / (4 * count))
    z_birth = np.outer(z_test, np.sin(angle))

    def make_slope(even_coefficients):
        coefficients = np.zeros(2 * terms - 1)
        coefficients[::2] = even_coefficients
        return Legendre(coefficients)

    def density_mismatch(even_coefficients):
        slope = make_slope(even_coefficients)
        position = slope.integ(lbnd=0)
        births = source(position(z_birth), z_birth) * slope(z_birth)
        return births @ angle_weight / np.sqrt(2) - np.exp(-z_test**2)

    start = np.zeros(terms)
    start[0] = 0.8
    fit = least_squares(density_mismatch, start, method="lm",
                        xtol=1e-12, ftol=1e-12, gtol=1e-12, max_nfev=600)
    assert np.max(np.abs(fit.fun)) < 1e-6
    slope = make_slope(fit.x)
    position = slope.integ(lbnd=0)
    z_end = brentq(slope, 0.6, 1.0)
    z_in = z_end * np.sin(angle)
    dx = slope(z_in) * z_end * np.cos(angle) * angle_weight
    flux = np.sum(source(position(z_in), z_in) * dx)
    mean_density = np.sum(np.exp(-z_in**2) * dx) / position(z_end)
    return z_end**2, flux, position(z_end), mean_density, position


sources = {
    "uniform": lambda x, z: np.ones_like(z),
    "n_e": lambda x, z: np.exp(-z**2),
    "n_e^2": lambda x, z: np.exp(-2 * z**2),
    "1+x^2/2": lambda x, z: 1 + x**2 / 2,
}
solutions = {name: solve_slab(rule) for name, rule in sources.items()}

# Edge potential and flux must not depend on the source profile.
# Tolerance: truncation of the Legendre series and finite-difference Jacobian.
for solution in solutions.values():
    assert abs(solution[0] - eta_edge) < 2e-5
    assert abs(solution[1] - flux_edge) < 2e-5

# Width, profile and mean density for a source proportional to n_e.
electron_case = solutions["n_e"]
assert abs(electron_case[2] - width) < 2e-5
assert abs(electron_case[3] / density_edge - 2) < 1e-4
for z in (0.2, 0.5, 0.8):
    assert abs(electron_case[4](z) - position_formula(z)) < 2e-5
uniform_case = solutions["uniform"]
assert abs(uniform_case[2] - flux_edge) < 2e-5
assert abs(uniform_case[3] / density_edge - 2) > 0.01

# Velocity moments at the edge, summed over birth points.
z_birth = z_edge * np.sin(angle)
speed = np.sqrt(2) * z_edge * np.cos(angle)
d_flux = (flux_factor * (1 - 2 * z_birth * dawsn(z_birth))
          * z_edge * np.cos(angle) * angle_weight)
assert abs(np.sum(d_flux / speed) - density_edge) < 1e-9
bohm_integral = np.sum(d_flux / speed**3)
# Looser tolerance: a small difference is divided by a small speed squared.
assert abs(bohm_integral - density_edge) < 1e-7
momentum_flux = np.sum(d_flux * speed)
assert abs(momentum_flux - (1 - density_edge)) < 1e-9
mean_energy = np.sum(d_flux * speed**2 / 2) / np.sum(d_flux)
assert abs(mean_energy - (2 * eta_edge - 1)) < 1e-9
speed_variance = momentum_flux / density_edge - speed_edge**2
assert speed_variance > 0


def fluid_equations(u, state):
    """Cold ion fluid: continuity and momentum, with speed u as variable."""
    matrix = np.array([[1.0, -u], [u, 1.0]])
    return np.linalg.solve(matrix, np.array([1.0, -u]))


# The state is (position, log density).
fluid = solve_ivp(fluid_equations, (0, 1), [0, 0], rtol=1e-10, atol=1e-12)
fluid_width, fluid_log_density = fluid.y[:, -1]
assert abs(fluid_width - (np.pi / 2 - 1)) < 1e-7
assert abs(fluid_log_density + np.log(2)) < 1e-7

# One-way flux of a Maxwellian, in units of density*sqrt(Te/m_e).
one_way = quad(lambda v: v * np.exp(-v**2 / 2) / np.sqrt(2 * np.pi),
               0, np.inf)[0]
assert abs(one_way - 1 / np.sqrt(2 * np.pi)) < 1e-8

# Worked example with round model parameters.
ion_mass_u = 40.0
ion_mass = ion_mass_u * const.atomic_mass
half_width = 0.05
gas_density = 4e18
central_density = 1e16
rate_prefactor = 1e-13
threshold_ev = 16.0
cross_section = 5e-19


def sound_speed(te_ev):
    return np.sqrt(const.e * te_ev / ion_mass)


def ionization_frequency(te_ev):
    return gas_density * rate_prefactor * np.exp(-threshold_ev / te_ev)


def temperature_from_balance(scaled_width):
    def imbalance(te_ev):
        return (ionization_frequency(te_ev) * half_width
                - scaled_width * sound_speed(te_ev))
    return brentq(imbalance, 1.0, 30.0)


te = temperature_from_balance(width)
# Density ratio used as loss factor, with the true mean density retained.
mean_density = electron_case[3]
te_ratio = temperature_from_balance(density_edge / mean_density)
c_s = sound_speed(te)
frequency = ionization_frequency(te)
wall_flux = flux_edge * central_density * c_s
production = frequency * central_density * mean_density * half_width
assert abs(production / wall_flux - 1) < 1e-4
debye = np.sqrt(const.epsilon_0 * te / (central_density * const.e))
free_path = 1 / (gas_density * cross_section)
assert debye / half_width < 0.01
assert free_path / half_width > 5
electron_speed = np.sqrt(const.e * te / const.m_e)
eta_wall = np.log(one_way * electron_speed / (flux_edge * c_s))
assert eta_wall > eta_edge
half_drop_position = position_formula(np.sqrt(eta_edge / 2)) / width

print("DIMENSIONLESS RESULTS")
print(f"z_s, maximum of Dawson function: {z_edge:.5f}")
print(f"D(z_s): {dawsn(z_edge):.5f}")
print(f"edge drop eta_s: {eta_edge:.5f} Te/e")
print(f"density ratio n_s/n_0: {density_edge:.5f}")
print(f"edge flux: {flux_edge:.5f} n_0 c_s")
print(f"mean edge speed: {speed_edge:.4f} c_s")
print(f"edge speed variance: {speed_variance:.4f} c_s^2")
print(f"kinetic Bohm integral / n_s: {bohm_integral / density_edge:.6f} c_s^-2")
print(f"mean ion energy through edge: {mean_energy:.4f} Te")
print(f"nu L/c_s, source ~ n_e: {width:.5f}")
print(f"x/L at half the edge drop, source ~ n_e: {half_drop_position:.4f}")
print("INDEPENDENT SOLUTIONS: eta_s, flux, nu L/c_s, mean n/n_0")
for name, solution in solutions.items():
    print(f"source {name}: " + ", ".join(f"{v:.5f}" for v in solution[:4]))
print("COLD ION FLUID")
print(f"n_s/n_0: {np.exp(fluid_log_density):.5f}")
print(f"edge drop: {-fluid_log_density:.5f} Te/e")
print(f"nu L/c_s: {fluid_width:.5f}")
print("WORKED EXAMPLE, MODEL PARAMETERS")
print(f"ion mass: {ion_mass_u:.0f} u")
print(f"half-width L: {half_width:.3f} m")
print(f"gas density: {gas_density:.1e} m^-3")
print(f"central plasma density: {central_density:.1e} m^-3")
print(f"rate prefactor K_0: {rate_prefactor:.1e} m^3/s")
print(f"rate threshold E: {threshold_ev:.1f} eV")
print(f"ion-neutral cross-section: {cross_section:.1e} m^2")
print("WORKED EXAMPLE, RESULTS")
print(f"electron temperature: {te:.3f} eV")
print(f"electron temperature: {te * const.e / const.value('Hartree energy'):.4f} hartree")
print(f"c_s: {c_s:.1f} m/s")
print(f"ionization frequency: {frequency:.4e} s^-1")
print(f"edge potential drop: {eta_edge * te:.3f} V")
print(f"edge density: {density_edge * central_density:.4e} m^-3")
print(f"mean density: {mean_density * central_density:.4e} m^-3")
print(f"mean ion speed at edge: {speed_edge * c_s:.1f} m/s")
print(f"ion flux to each wall: {wall_flux:.4e} m^-2 s^-1")
print(f"ion current density: {const.e * wall_flux:.3f} A/m^2")
print(f"centre-to-floating-wall drop: {eta_wall:.3f} Te/e")
print(f"centre-to-floating-wall drop: {eta_wall * te:.2f} V")
print(f"central Debye length: {debye:.3e} m")
print(f"Debye length / L: {debye / half_width:.5f}")
print(f"ion mean free path: {free_path:.3f} m")
print(f"ion mean free path / L: {free_path / half_width:.2f}")
print(f"nu L/c_s with density ratio as loss factor: {density_edge / mean_density:.4f}")
print(f"Te with density ratio as loss factor: {te_ratio:.3f} eV")
print(f"relative error of that Te: {100 * (te_ratio / te - 1):.2f} percent")
print("finished without a failed check")
```

Output:

```
DIMENSIONLESS RESULTS
z_s, maximum of Dawson function: 0.92414
D(z_s): 0.54104
edge drop eta_s: 0.85403 Te/e
density ratio n_s/n_0: 0.42569
edge flux: 0.48711 n_0 c_s
mean edge speed: 1.1443 c_s
edge speed variance: 0.0397 c_s^2
kinetic Bohm integral / n_s: 1.000000 c_s^-2
mean ion energy through edge: 0.7081 Te
nu L/c_s, source ~ n_e: 0.57214
x/L at half the edge drop, source ~ n_e: 0.8753
INDEPENDENT SOLUTIONS: eta_s, flux, nu L/c_s, mean n/n_0
source uniform: 0.85403, 0.48711, 0.48711, 0.87522
source n_e: 0.85403, 0.48711, 0.57214, 0.85139
source n_e^2: 0.85403, 0.48711, 0.69583, 0.82224
source 1+x^2/2: 0.85403, 0.48711, 0.46983, 0.87919
COLD ION FLUID
n_s/n_0: 0.50000
edge drop: 0.69315 Te/e
nu L/c_s: 0.57080
WORKED EXAMPLE, MODEL PARAMETERS
ion mass: 40 u
half-width L: 0.050 m
gas density: 4.0e+18 m^-3
central plasma density: 1.0e+16 m^-3
rate prefactor K_0: 1.0e-13 m^3/s
rate threshold E: 16.0 eV
ion-neutral cross-section: 5.0e-19 m^2
WORKED EXAMPLE, RESULTS
electron temperature: 7.626 eV
electron temperature: 0.2803 hartree
c_s: 4288.9 m/s
ionization frequency: 4.9077e+04 s^-1
edge potential drop: 6.513 V
edge density: 4.2569e+15 m^-3
mean density: 8.5139e+15 m^-3
mean ion speed at edge: 4907.7 m/s
ion flux to each wall: 2.0892e+19 m^-2 s^-1
ion current density: 3.347 A/m^2
centre-to-floating-wall drop: 5.399 Te/e
centre-to-floating-wall drop: 41.17 V
central Debye length: 2.053e-04 m
Debye length / L: 0.00411
ion mean free path: 0.500 m
ion mean free path / L: 10.00
nu L/c_s with density ratio as loss factor: 0.5000
Te with density ratio as loss factor: 7.040 eV
relative error of that Te: -7.69 percent
finished without a failed check
```
